When does a drifting carrier produce current at a photodiode's terminals?

**Question**

I am trying to understand the speed limit of a photodiode. Light makes carriers at one edge of a depleted layer of thickness L, and they drift across at a saturated speed v. I pictured the terminal current as a count of arrivals: while a carrier is in the middle of the layer it touches no electrode, so the ammeter should read nothing, and when it lands there should be a pulse of charge q.

I have also met the rule that the transit-limited bandwidth is 0.44 v/L, and I cannot get it from my picture. If every carrier arrives a time L/v after it was made, the output should be a delayed copy of the light signal. Where does a bandwidth come from? And if current does flow earlier, what carries it to an electrode that no carrier has reached?

**Answer**

Your reasoning from the picture is sound, and it exposes the fault: if every carrier takes the same time L/v, arrival counting predicts a pure delay, hence no bandwidth limit for this device. What fails is the premise. The terminal current is not the rate of arrivals. It flows during the whole flight, because the moving carrier continuously changes the charge on the electrodes.

**What crosses the gap**

Charge conservation reads ∇·J + ∂ρ/∂t = 0, and Gauss's law is ∇·D = ρ. Substituting the second into the first gives

∇·(J + ∂D/∂t) = 0.

The quantity that is continuous through the device and into the wire is therefore conduction plus displacement current. Before the carrier lands, J at the collector is zero, as you say, but ∂D/∂t there is not. The field at the electrode surface changes as the carrier approaches, the surface charge changes with it, and the circuit must supply that change.

**How much current: the Shockley-Ramo theorem**

Assume that the fields are quasi-static, the dielectric is linear with scalar permittivity ε(r), and the electrodes are held at fixed potentials V_j. Assume also that they enclose the region, or that no flux leaves through the rest of its boundary. The real potential φ obeys

∇·(ε∇φ) = −ρ, with φ = V_j on electrode j.

To find the charge Q_k on electrode k, introduce a weighting potential φ_w, which solves the same geometry without any charge:

∇·(ε∇φ_w) = 0, with φ_w = 1 on electrode k and 0 on the others.

It is dimensionless, so the weighting field E_w = −∇φ_w has the unit 1/length. Green's identity for the two potentials is

∫ [φ_w ∇·(ε∇φ) − φ ∇·(ε∇φ_w)] dV = ∮ [φ_w ε ∂φ/∂n − φ ε ∂φ_w/∂n] dS,

where n points out of the dielectric, into the electrodes.

On the left, the second term vanishes and the first is −∫ φ_w ρ dV. On the right, note that the surface charge density of an electrode is the component of D = −ε∇φ along the normal leaving the metal, which is −n. It therefore equals +ε ∂φ/∂n. Since φ_w is 1 on electrode k and 0 on the others, the first surface term is Q_k. In the second, φ is the constant V_j on each electrode, which leaves −Σ_j V_j c_j, where c_j = ∫_j ε ∂φ_w/∂n dS depends on geometry and permittivity alone. Hence

Q_k = −∫ φ_w ρ dV + Σ_j V_j c_j.

Now let ρ consist of immobile space charge and one carrier of charge q at position r(t). The immobile charge and the potentials contribute constants:

Q_k(t) = −q φ_w(r(t)) + constant.

While the carrier is in flight, the charge on electrode k can change only through its wire. Counting current from the circuit into the electrode as positive, and using the chain rule,

I_k = dQ_k/dt = −q v·∇φ_w = q v·E_w.

The field in this formula is not the field that pushes the carrier. The real field, with its bias and space charge, determines v. The weighting field determines how strongly that motion is felt at electrode k.

**Wide parallel plates**

Put the injecting plate at x = 0 and the collector at x = L, with lateral size much greater than L. For uniform permittivity, φ_w = x/L for the collector, so E_w points towards −x with size 1/L. A positive carrier moving towards +x gives I_k = −qv/L. The minus sign means that current leaves the collector into the circuit, with size

i = qv/L for 0 < t < τ, where τ = L/v.

For the injecting plate the weighting potential is 1 − x/L, so I = +qv/L: the same current enters there. The charge passed during the flight is (qv/L)(L/v) = q.

No extra pulse follows at the landing. Just before contact the collector carries an induced charge −q. The carrier neutralizes it, and the circuit has nothing left to supply.

As an example take a model layer with L = 1 µm, v = 10⁵ m/s, relative permittivity 12, a bias of 5 V and fixed positive space charge of 2×10²¹ elementary charges per m³. For one hole,

τ = (10⁻⁶ m)/(10⁵ m/s) = 10 ps,
i = (1.602×10⁻¹⁹ C)(10⁵ m/s)/(10⁻⁶ m) = 16.02 nA.

The real field rises from 3.49 MV/m at the injecting plate to 6.51 MV/m at the collector, yet the current is constant, because v is taken as saturated and the weighting field is uniform. The numerical check solves Poisson's equation for a moving sheet of holes and differentiates the plate charges. It finds 16.02 nA per hole at a quarter, a half and three quarters of the way. At half flight 0.5 e has already passed through the circuit, with the hole still 0.5 µm from the collector.

If the speed varied along the path, the current would follow it as i(t) = qv(t)/L. The constant 10⁵ m/s is a model value. Holes in silicon are not yet saturated at these fields: an empirical velocity-field law gives about 6 to 7×10⁴ m/s across this layer, so the transit time would be nearer 15 ps and the current would rise slightly during the flight.

**A small electrode changes the pulse shape**

Current during flight need not be constant. Let the collector be a disc of radius a in the plane z = L, surrounded by grounded metal in the same plane, with a grounded plane at z = 0 and uniform permittivity between. The functions J₀(kr) sinh(kz) solve Laplace's equation, vanish at z = 0, are regular on the axis and stay bounded in r. They can be superposed to match the values given on the plane z = L, so write

φ_w(r,z) = ∫₀^∞ A(k) J₀(kr) [sinh(kz)/sinh(kL)] dk.

At z = L this must be 1 for r < a and 0 for r > a. The inverse Hankel transform gives

A(k) = k ∫₀^a r J₀(kr) dr = a J₁(ka),

because d[uJ₁(u)]/du = uJ₀(u). On the axis J₀(0) = 1, and

φ_w(0,z) = a ∫₀^∞ J₁(ka) [sinh(kz)/sinh(kL)] dk.

For a = L/2 the weighting field on the axis is 0.470/L, 0.799/L and 1.506/L at z/L = 0.25, 0.50 and 0.75. Multiplying by qv = (16.02 nA) L gives pad currents of 7.5, 12.8 and 24.1 nA. The pulse is weighted towards the end of the flight, which resembles your picture more closely, but current still flows well before arrival. At z/L = 0.75 the pad has passed 0.535 e.

The early signal is weak because the surrounding metal shares it. The weighting potentials of pad and surround add up to z/L, the value for the complete plane. At half height the pad accounts for 0.255 of this 0.5, and the surround for the rest.

**From one pulse to a bandwidth**

Return to wide plates. Let carriers of one type enter at x = 0 at a rate

G(t) = G₀ + Re[G₁ e^{iωt}], with ω = 2πf.

A carrier that entered a time s ago contributes q/τ if s < τ, and nothing afterwards. The current is therefore

i(t) = (q/τ) ∫₀^τ G(t − s) ds.

Its modulated part is Re[q G₁ H e^{iωt}], with

H = (1/τ) ∫₀^τ e^{−iωs} ds = (1 − e^{−iωτ})/(iωτ).

Taking out a factor e^{−iωτ/2} leaves e^{iωτ/2} − e^{−iωτ/2} = 2i sin(ωτ/2) in the numerator, so

H = e^{−iωτ/2} sin(ωτ/2)/(ωτ/2),
|H| = |sin(πfτ)/(πfτ)|.

The diode averages the light signal over the last transit time. At f = 1/τ the average covers one full period and the modulation vanishes: carriers keep arriving in bunches, but the number in flight is constant.

The electrical 3 dB point is where signal power, proportional to |H|², has halved. With y = πfτ the condition is

sin y / y = 1/√2.

The derivative of sin y / y is (y cos y − sin y)/y². Its numerator starts at 0 and has derivative −y sin y, which is negative for 0 < y < π, so the function falls steadily there. Beyond π, |sin y / y| is below 1/π, too small to meet the condition. There is thus one solution, y = 1.392, and

f_3dB = (1.392/π) v/L = 0.443 v/L.

For the example, v/L = 100 GHz and f_3dB = 44.3 GHz.

Arrival counting would instead give i(t) = qG(t − τ), so H = e^{−iωτ} and |H| = 1 at every frequency. At 50 GHz the two pictures predict amplitudes of 0.637 and 1; at 100 GHz they predict 0 and 1. The 0.44 rule for this device is thus a consequence of current during flight.

**When the coefficient is not 0.44**

The theorem does not fix the number by itself. The number also depends on where carriers are made. Suppose that light creates electron-hole pairs uniformly through the layer, and that both carriers move at speed v. A hole moves right and an electron moves left. The electron has the opposite charge and the opposite velocity, so its current has the same sign as the hole's. A pair born at x₀ passes

e(L − x₀)/L + e x₀/L = e

through the circuit: one elementary charge, although two carriers are collected. For x₀ = 0 the hole supplies all of it, which is the edge-injection case above.

After a short flash, a hole is still moving at time t if x₀ < L − vt, and an electron if x₀ > vt. Each condition holds for a fraction 1 − t/τ of the pairs, so the mean current per pair is (2e/τ)(1 − t/τ). With u = t/τ and s now denoting iωτ,

H = 2 ∫₀¹ (1 − u) e^{−su} du.

Integration by parts gives

∫₀¹ (1 − u) e^{−su} du = [−(1 − u)e^{−su}/s]₀¹ − (1/s) ∫₀¹ e^{−su} du = 1/s − (1 − e^{−s})/s²,

and so

H = 2[1/s − (1 − e^{−s})/s²].

Solving |H|² = 1/2 numerically gives f_3dB = 0.553 v/L, or 55.3 GHz in the example. This number needs equal speeds. If electrons move 1.35 times as fast as holes, the coefficient becomes about 0.62 in units of the hole speed over L.

The pulse width shows why the response falls more slowly at first. For a pulse of unit area with mean time m₁ and mean square time m₂, H ≈ 1 − iωm₁ − ω²m₂/2. To order ω² this gives |H|² ≈ 1 − ω²(m₂ − m₁²), so the variance of the pulse controls the initial fall. The rectangular pulse has variance τ²/12. The triangular one has m₁ = τ/3 and m₂ = τ²/6, hence variance τ²/18.

Uniform generation also contains a trap. Holes reach the collector at times (L − x₀)/v, spread evenly between 0 and τ. Counting arrivals there gives the average of e^{−iωt} over that interval, which is the H of edge injection. The wrong picture then produces 0.443 v/L, but for a device whose actual coefficient is 0.553.

Other conditions matter as well:

- **Convention.** If bandwidth is defined by half the current amplitude, |H| = 1/2, edge injection gives 0.603 v/L, or 60.3 GHz.
- **Circuit.** If the electrode potentials vary, the term Σ_j V_j c_j in Q_k changes too, and its time derivative Σ_j c_j dV_j/dt is the capacitive current. With a load resistance this adds an RC limit. At fixed area and load, thinning the layer raises v/L but also raises the capacitance, which is proportional to 1/L.
- **Carrier dynamics.** The result for H assumes constant speed, no diffusion, no trapping and no multiplication. Diffusion spreads the transit times. In the example, a diffusion coefficient of 5 to 12 cm²/s lowers the coefficient from 0.443 to about 0.43 to 0.42, partly fills the null at f = 1/τ, and gives even arrival counting a finite limit of about 1.3 to 0.9 v/L. In an avalanche each carrier still induces q v·E_w, but new carriers appear along the way, so the rectangular pulse is lost. The signal must also be small enough that the carriers' own field does not alter their speed.
- **Quasi-static fields.** Light needs about 0.012 ps to cross the thickness of this layer, against a transit time of 10 ps. The lateral size counts as well: the crossing time is about 0.12 ps over 10 µm but 1.2 ps over 100 µm. The approximation is well justified for a diode some ten micrometres across and weakens for much wider ones.

So when you ask what the ammeter reads with the carrier in mid-gap, the answer for your diode is qv/L. The landing ends that current.

Values computed for the example and the checks

```
layer length L: 1.00 um
carrier speed v: 1.000e+05 m/s
relative permittivity: 12.0
bias: 5.0 V
fixed charge density: 2.00e+21 e/m^3
hole sheet density: 1.00e+13 1/m^2
transit time tau: 10.00 ps
light crossing time of layer: 0.0116 ps
real field at injecting plate: 3.492 MV/m
real field at collecting plate: 6.508 MV/m
formula e v/L: 16.022 nA
Poisson current per hole at x/L=0.25: 16.022 nA
Poisson current per hole at x/L=0.50: 16.022 nA
Poisson current per hole at x/L=0.75: 16.022 nA
charge passed at half flight: 0.5000 e
last position before collector x/L: 0.9975
charge passed at that position: 0.9975 e
pad radius: 0.50 L
pad, z/L=0.25: phi_w=0.1028, |E_w|=0.4697 1/L
pad, z/L=0.50: phi_w=0.2546, |E_w|=0.7987 1/L
pad, z/L=0.75: phi_w=0.5350, |E_w|=1.5056 1/L
|H| at 25.0 GHz: sheet 0.9003, arrival picture 1.0000, uniform pairs 0.9333
|H| at 50.0 GHz: sheet 0.6366, arrival picture 1.0000, uniform pairs 0.7546
|H| at 100.0 GHz: sheet 0.0000, arrival picture 1.0000, uniform pairs 0.3183
sheet 3 dB coefficient, formula: 0.4429 v/L
sheet 3 dB coefficient, carrier stream: 0.4429 v/L
sheet 3 dB bandwidth: 44.29 GHz
uniform 3 dB coefficient, formula: 0.5533 v/L
uniform 3 dB coefficient, carrier stream: 0.5533 v/L
uniform 3 dB bandwidth: 55.33 GHz
sheet coefficient for |H|=1/2: 0.6034 v/L
sheet bandwidth for |H|=1/2: 60.34 GHz
```
